\section*{Why Exchange and Correlation Errors Partly Cancel in the Local Density Approximation}

\section{Definitions and conventions}

Hartree atomic units are used, and the systems are spin-unpolarized with $N$ electrons. Let $n(\mathbf r)$ be the density and $\rho_2(\mathbf r,\mathbf r')$ the pair density, normalized to $N(N-1)$. The exchange-correlation hole $n_{xc}$ around an electron at $\mathbf r$ is defined by
\begin{equation}
\rho_2(\mathbf r,\mathbf r')=n(\mathbf r)\,[n(\mathbf r')+n_{xc}(\mathbf r,\mathbf r')].
\end{equation}
Missing charge is negative. Integrating over $\mathbf r'$ gives $(N-1)n=n\,[N+\int n_{xc}\,d^3r']$, so the hole integrates to $-1$. The exchange hole $n_x$ is the hole of the noninteracting Kohn--Sham determinant. It also integrates to $-1$, so the correlation hole $n_c=n_{xc}-n_x$ integrates to zero.

To relate the hole to the energy, scale the repulsion by $\lambda$ and choose the potential $v_\lambda$ that keeps $n$ fixed. The Hellmann--Feynman theorem gives
\begin{equation}
\frac{dE_\lambda}{d\lambda}=\langle V_{ee}\rangle_\lambda+\int n\,\frac{dv_\lambda}{d\lambda}\,d^3r .
\end{equation}
Integrate from 0 to 1 and use $E_0=T_s+\int nv_0\,d^3r$, where $T_s$ is the noninteracting kinetic energy. Then $E_1-\int nv_1\,d^3r=T_s+\int_0^1\langle V_{ee}\rangle_\lambda d\lambda$. Since $\langle V_{ee}\rangle_\lambda=\frac12\iint\rho_{2,\lambda}/|\mathbf r-\mathbf r'|$, subtracting $T_s$ and the Hartree energy leaves
\begin{equation}
E_{xc}=\frac12\int d^3r\,n(\mathbf r)\int d^3u\,\frac{\bar n_{xc}(\mathbf r,\mathbf r+\mathbf u)}{u},
\end{equation}
where the bar denotes the average over $\lambda$.

The local density approximation (LDA) uses, at each $\mathbf r$, the hole of a uniform gas of density $n(\mathbf r)$. That hole belongs to a possible electron system, so it obeys the same sum rules.

\section{First contribution: averaging}

The factor $1/u$ does not depend on direction. Only the spherical average of the hole therefore contributes, and the integral over $\mathbf r$ averages it again:
\begin{equation}
E_{xc}=N\int_0^\infty 2\pi u\,\langle\bar n_{xc}(u)\rangle\,du,\qquad
\langle f\rangle=\frac1N\int n(\mathbf r)f(\mathbf r)\,d^3r .
\end{equation}
The factor is $\frac12\cdot4\pi u^2/u=2\pi u$.

An exactly solvable case shows how much this helps. Two electrons in the trap $v=r^2/8$ have the singlet state $\Psi\propto(1+u/2)\,e^{-(r_1^2+r_2^2)/4}$. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, the Hamiltonian separates into $-\frac14\nabla_R^2+\frac14R^2$, with energy $3/4$, and $-\nabla_u^2+u^2/16+1/u$. For $f=1+u/2$ and $g=e^{-u^2/8}$,
\begin{equation}
\nabla_u^2(fg)=\left[\frac{u^2f}{16}-\frac{3f}{4}-\frac u4+\frac1u\right]g .
\end{equation}
The relative Hamiltonian acting on $fg$ thus gives $[\frac34f+\frac u4+(f-1)/u]g$. Because $(f-1)/u=\frac12$ and $\frac u4+\frac12=\frac f2$, this is $\frac54fg$. The total energy is $\frac34+\frac54=2$ hartree.

Both electrons occupy one Kohn--Sham orbital, so $n_x(\mathbf r,\mathbf r')=-n(\mathbf r')/2$. This hole is centred on the trap, whereas the LDA hole is centred on the electron. For an electron at $r=2$ bohr and a separation of 1 bohr, the exact hole is $-0.0312$ bohr$^{-3}$ towards the centre and $-0.0011$ away from it. Its spherical average is $-0.0094$; LDA gives $-0.0083$.

Weighting the absolute exchange-hole error by $1/(2u)$ gives 0.432 hartree before averaging, 0.131 after the spherical average and 0.125 after the system average. The spherical average does most of the work here. Averaging explains why a badly placed hole can give a fair energy. It does not explain why the exchange and correlation errors have opposite signs.

\section{Second contribution: the exchange tail}

In a uniform gas with Fermi wave vector $k_F$, $n=k_F^3/(3\pi^2)$. Summing the occupied plane waves over both spins gives the density matrix
\begin{equation}
\rho_1(u)=\frac1{\pi^2}\int_0^{k_F}k^2\frac{\sin ku}{ku}\,dk
=\frac{\sin k_Fu-k_Fu\cos k_Fu}{\pi^2u^3}.
\end{equation}
Only parallel spins exchange, so $n_x=-\rho_1^2/(2n)$. At large $u$, $\rho_1\to-k_F\cos(k_Fu)/(\pi^2u^2)$. Replacing $\cos^2$ by its period average $\frac12$ gives
\begin{equation}
n_x\to-\frac{1}{2n}\,\frac{k_F^2}{2\pi^4u^4}=-\frac{3}{4\pi^2k_Fu^4}.
\end{equation}

The same tail appears at small wave vector. Let $\tilde n_x(k)$ be the Fourier transform of the hole and $S_x=1+\tilde n_x$ the structure factor. The transform of $\rho_1^2$ is proportional to the overlap of two Fermi spheres whose centres are $k$ apart, and the sum rule fixes the constant: $\tilde n_x=-V_{\rm overlap}/V_{\rm sphere}$. The overlap consists of two caps,
\begin{equation}
V_{\rm overlap}=2\pi\int_{k/2}^{k_F}(k_F^2-s^2)\,ds
=\frac{4\pi k_F^3}{3}\left[1-\frac{3k}{4k_F}+\frac{k^3}{16k_F^3}\right],
\end{equation}
so for $k<2k_F$
\begin{equation}
S_x(k)=\frac{3k}{4k_F}-\frac{k^3}{16k_F^3}.
\end{equation}
The linear term is the signature of the slow tail. A compact hole has none, because $\sin(ku)/(ku)=1-k^2u^2/6+\dots$ makes its transform start at order $k^2$ beyond the sum rule.

\section{Third contribution: the correlation tail}

Let $\rho_{\mathbf k}=\sum_je^{-i\mathbf k\cdot\mathbf r_j}$. For $k\ne0$ the interacting structure factor is $S=\sum_m|\langle m|\rho_{\mathbf k}|0\rangle|^2/N$. Only the kinetic energy fails to commute with $\rho_{\mathbf k}$:
\begin{align}
[H,\rho_{\mathbf k}]&=\sum_je^{-i\mathbf k\cdot\mathbf r_j}\left(\tfrac12k^2-\mathbf k\cdot\mathbf p_j\right),\\
[\rho_{\mathbf k}^\dagger,[H,\rho_{\mathbf k}]]&=Nk^2 .
\end{align}
The ground-state expectation value of the double commutator is the sum of $\omega_m|\langle m|\rho|0\rangle|^2$ for $\mathbf k$ and $-\mathbf k$, where $\omega_m$ is the excitation energy. Inversion symmetry makes the two equal, so each is $Nk^2/2$.

As $k\to0$, the perturbation moves neighbouring electrons together. Their mutual forces then cancel, and a displacement $\xi$ feels only the restoring field $4\pi n\xi$. The motion has the plasma frequency $\omega_p=\sqrt{4\pi n}$. To leading order all the strength lies there, and
\begin{equation}
S(k)\to\frac{k^2}{2\omega_p},\qquad
S_c(k)=S-S_x\to-\frac{3k}{4k_F}+\frac{k^2}{2\omega_p}.
\end{equation}
Correlation removes the linear term, and with it the period-averaged $u^{-4}$ exchange tail. The oscillating part of that tail, proportional to $\cos(2k_Fu)/u^4$, comes from $k=2k_F$ and is not covered by this small-$k$ argument. The random-phase approximation (RPA) reproduces this limit in the numerical test.

The result survives the coupling average. At coupling $\lambda$ the frequency is $\sqrt\lambda\,\omega_p$, and $\int_0^1\lambda^{-1/2}d\lambda=2$ turns the quadratic term into $k^2/\omega_p$. The limit fails for $\lambda\lesssim(kk_F/\omega_p)^2$, but there $S$ is at most of order $k$, so this interval contributes only at order $k^3$.

\section{The long-range energies compared}

Replace $1/u$ by $\mathrm{erf}(\mu u)/u$, the potential of a unit Gaussian charge with transform $e^{-k^2/4\mu^2}$. Poisson's equation supplies $4\pi/k^2$, and hence
\begin{equation}
E^{\rm lr}=\frac N2\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,\tilde n(k)e^{-k^2/4\mu^2}
=\frac N\pi\int_0^\infty\tilde n(k)e^{-k^2/4\mu^2}dk .
\end{equation}
Here $\tilde n(k)$ is the transform of the system-averaged hole. The sum-rule values cancel between LDA and the exact result. For a compact finite system the exact holes then contribute from order $k^2$, while LDA exchange has the term $\frac34\langle1/k_F\rangle k$. With $\int_0^\infty ke^{-k^2/4\mu^2}dk=2\mu^2$,
\begin{equation}
\Delta E_x^{\rm lr}=+\frac{3N}{2\pi}\left\langle\frac1{k_F}\right\rangle\mu^2+\dots,\qquad
\Delta E_c^{\rm lr}=-\frac{3N}{2\pi}\left\langle\frac1{k_F}\right\rangle\mu^2+\dots
\end{equation}
The leading errors cancel, and the sum starts at order $\mu^3$. The expansion needs $k\ll k_F$, which fails in the outer density tail. For an exponentially or faster decaying density, the charge there is of order $k^3$ apart from logarithms, too little to alter the leading term.

In the trap $\langle1/k_F\rangle=1.2749$ bohr, so the coefficient is $3\times2\times1.2749/(2\pi)=1.217$ hartree bohr$^2$. At $\mu=0.005$ bohr$^{-1}$ the computed errors are $+0.989$ and $-0.987$ times the leading term. At $\mu=0.4$ bohr$^{-1}$ and full coupling they are $+0.055$ hartree for exchange and $-0.056$ for RPA correlation. A Hubbard local-field factor, which changes the short-range correlation, gives $-0.051$. At this $\mu$ the small remainder has opposite signs in the two gas models, but both show the near-cancellation.

The sum rules link the signs of the errors to the hole charge at large $u$. Let $\Delta Q(u)$ be the LDA minus the exact charge of the system-averaged hole beyond $u$. The sum rules give $\Delta Q(0)=0$, and integrating the energy formula by parts gives $\Delta E=-\frac N2\int_0^\infty\Delta Q(u)\,u^{-2}\,du$. Beyond 4 bohr, at full coupling, the holes contain these charges, in electrons:
\begin{center}
\begin{tabular}{lrrr}
 & exchange & correlation & total\\
exact & $-0.078$ & $0.024$ & $-0.054$\\
LDA (RPA correlation) & $-0.320$ & $0.226$ & $-0.094$
\end{tabular}
\end{center}
At this radius $\Delta Q$ is negative for exchange: LDA puts too much of its fixed charge far away, which pushes its energy towards values that are not negative enough. For correlation $\Delta Q$ is positive, so more negative charge lies inside, which pushes the energy too negative. One radius fixes the signs only if $\Delta Q$ keeps its sign at other $u$, which is not checked here; the total errors below do have these signs. For the charge beyond 4 bohr, the combined LDA hole is closer to the exact one than its exchange part is.

\section{Weighing the total errors}

In the trap, exact exchange is $-0.5151$ hartree and LDA exchange $-0.4410$, an error of $+0.0741$. The exact full-coupling correlation energy is $-0.0677$ hartree.

The LDA counterpart follows from scaling. Multiplying all lengths by $\lambda$ turns $T+\lambda V_{ee}$ into $\lambda^2(T+V_{ee})$ at the scaled density $n(\mathbf r/\lambda)/\lambda^3$, so $E_{c,\lambda}=\lambda^2\int n\,\varepsilon_c(n/\lambda^3)\,d^3r$, where $\varepsilon_c$ is the gas correlation energy per electron, taken in this section from the parametrization \texttt{lda\_c\_pw} called in the program and not from the RPA. Its derivative at $\lambda=1$ is
\begin{equation}
W_c=\int n\left(2\varepsilon_c-3n\frac{d\varepsilon_c}{dn}\right)d^3r=-0.1330\ \text{hartree}.
\end{equation}
The error is $-0.0653$ hartree, which leaves $0.0741-0.0653=+0.0088$.

The coupling-averaged energy also contains the kinetic part of correlation, $T_c=E_c-W_c$. The exact value is $0.0292$ hartree, so $E_c=-0.0677+0.0292=-0.0385$. LDA gives $E_c=-0.0862$ and thus $T_c=0.0468$. Its kinetic error of about $+0.018$ undoes part of the cancellation:
\begin{equation}
\Delta E_{xc}=0.0741-0.0477\simeq0.0265\ \text{hartree}=0.72\ \text{eV}.
\end{equation}

For atoms, LDA on Hartree--Fock densities is compared with Hartree--Fock exchange and with coupled-cluster correlation, CCSD for He and CCSD(T) for Ne, in the cc-pVQZ basis. Errors are in hartree:
\begin{center}
\begin{tabular}{lrrr}
 & exchange & correlation & total\\
He & $0.142$ & $-0.072$ & $0.070$\\
Ne & $1.076$ & $-0.410$ & $0.666$
\end{tabular}
\end{center}
Correlation cancels about 50\% of the exchange error in He and 38\% in Ne. These fractions carry the finite-basis error of the reference and a slight difference between the wavefunction and density-functional definitions of correlation. The exchange errors are stable to the digits shown, but the correlation references are not negative enough. In He, cc-pV5Z moves the correlation error to $-0.071$ and the total to $0.071$ hartree, and the fraction stays near 50\%. The shift is larger in Ne. Adding core-correlation functions (cc-pCVQZ) lowers the reference by 0.035 hartree, which gives a correlation error of $-0.374$, a total of $0.701$ and a fraction of 35\%. Extrapolating from cc-pCVTZ and cc-pCVQZ lowers it by about 0.024 hartree more, which gives roughly $-0.35$, $0.72$ and 33\%.

Replacing LDA exchange alone by exact exchange leaves the correlation error uncompensated. Relative to full LDA, the magnitude of the total error then rises in the trap (0.0477 against 0.0265 hartree), hardly changes in He and falls in Ne. The leading long-range cancellation is systematic for compact systems; the cancellation of total errors is not a theorem.

\section{A different offset in a stretched bond}

Here the exact exchange hole is itself spread out. Take two equivalent sites with one electron on average on each, hopping $t$ and on-site repulsion $U$. The singlet exchange hole is $-n/2$, so half an electron is missing from the remote site even when the sites are far apart. If $w$ is the probability that the electrons occupy different sites, the remote pair density is $w$. The full hole there is $w-1$, and its correlation part is $w-\frac12$.

At $U/t=20$ and full coupling the remote charges are $-0.500$ for exchange and $+0.490$ for correlation, which leaves $-0.010$. The combined hole is local although neither part is. A local model can therefore resemble the total hole better than its parts, but this does not guarantee an accurate LDA energy for a stretched bond.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Trap: exact total energy: 2.0000 hartree
Trap: central density: 0.0893 bohr^-3
Trap: exact exchange: -0.5151 hartree
Trap: LDA exchange: -0.4410 hartree
Trap: exact correlation, coupling-averaged: -0.0385 hartree
Trap: LDA correlation, coupling-averaged: -0.0862 hartree
Trap: exact correlation, full coupling: -0.0677 hartree
Trap: LDA correlation, full coupling: -0.1330 hartree
Trap: kinetic correlation: 0.0292 hartree
Error: exchange: 0.0741 hartree
Error: correlation, coupling-averaged: -0.0477 hartree
Error: xc, coupling-averaged: 0.0265 hartree
Error: xc, coupling-averaged: 0.720 eV
Error: correlation, full coupling: -0.0653 hartree
Error: xc, full coupling: 0.0088 hartree
Exchange hole: electron at r = 2.0, u = 1.0 bohr
  exact, towards centre: -0.03116 bohr^-3
  exact, away from centre: -0.00109 bohr^-3
  exact, spherical average: -0.00935 bohr^-3
  LDA: -0.00826 bohr^-3
Absolute x-hole error, no average: 0.432 hartree
Absolute x-hole error, spherical average: 0.131 hartree
Absolute x-hole error, system average: 0.125 hartree
Hole charge beyond 4.0 bohr, full coupling (electrons)
  exact: x -0.078, c 0.024, xc -0.054
  LDA/RPA: x -0.320, c 0.226, xc -0.094
  LDA/Hubbard: c 0.218, xc -0.102
Gas example: rs: 2.0 bohr
Gas: averaged x-hole tail times u^4: -0.07921 bohr
Gas: predicted tail times u^4: -0.07919 bohr
Gas: RPA S / plasmon limit at k = 0.02 bohr^-1: 0.9997
Trap: average 1/kf: 1.2749 bohr
Long-range error coefficient of mu^2: 1.2174 hartree bohr^2
Error / (coefficient*mu^2) at mu = 0.005 bohr^-1: x 0.9889, c -0.9867
Long-range errors, full coupling (hartree; mu in bohr^-1)
  mu 0.1: x 0.00935, c RPA -0.00900, xc RPA 0.00036
    c Hubbard -0.00891, xc Hubbard 0.00045
  mu 0.2: x 0.02718, c RPA -0.02598, xc RPA 0.00121
    c Hubbard -0.02511, xc Hubbard 0.00207
  mu 0.4: x 0.05490, c RPA -0.05628, xc RPA -0.00138
    c Hubbard -0.05117, xc Hubbard 0.00373
Two-site model: U/t: 20.0
Remote-site hole charge (electrons): x -0.5000, c 0.4903, xc -0.0097
He, cc-pVQZ (hartree): reference x -1.0258, c -0.0409
  LDA x -0.8841, c -0.1125
  errors x 0.1417, c -0.0716, xc 0.0702
  fraction of x error cancelled: 0.505
Ne, cc-pVQZ (hartree): reference x -12.1100, c -0.3333
  LDA x -11.0345, c -0.7429
  errors x 1.0756, c -0.4096, xc 0.6659
  fraction of x error cancelled: 0.381
\end{verbatim}
